# Coupled and uncoupled mode-space equations for a tapered nanowire, part 1

(Sections cited here and not found follow in the later parts.)

## The mode-space equations

A wire whose cross-section changes along its length can be modelled cheaply by solving the transverse problem at each position $x$ and treating each subband energy $E_n(x)$ as the potential of a separate one-dimensional channel. An electron that enters in the lowest subband then leaves in it by construction. The model wire used below has mass $0.2\,m_e$ and a confinement quantum that rises from 50 to 100 meV over a length scale of 0.5 nm. Solved on a real-space grid at 0.30 eV, it sends the electron from mode 0 into mode 2 with probability 0.053, and its total transmission is 2.953 where the separate channels give 2.932. A partial repair can do more harm to the current. If the coupling term with the first derivative of the envelope is kept and its companion term is left out, current is no longer conserved, and with ten even modes kept the outgoing flux in the worst of the even-parity incident channels is wrong by 0.43 of the incident flux. Avoiding both faults takes the full set of coupling terms and a criterion that says when they may be dropped.

Take one parabolic valley with constant masses. The Hamiltonian is
$$H=-c\,\partial_x^2+H_\perp(x),\qquad c=\frac{\hbar^2}{2m_x},$$
where $H_\perp(x)$ contains the transverse kinetic energy and the whole potential, acts on the transverse coordinates $\rho=(y,z)$, and depends on $x$ as a parameter. A constant $m_x$ matters at the first step, because $c$ is taken outside the transverse integrals; a mass that varied across the section would leave a non-diagonal matrix $\langle\chi_m|m_x^{-1}|\chi_n\rangle$ in front of $\partial_x^2$. $H_\perp$ is real, so its modes can be chosen real,
$$H_\perp(x)\chi_n=E_n(x)\chi_n,\qquad\langle\chi_m|\chi_n\rangle=\delta_{mn},$$
with brackets denoting integration over $\rho$ at fixed $x$. The modes are taken to be nondegenerate and smooth in $x$, with signs chosen continuously, and the leads far to the left and right are uniform. Energies are in eV and lengths in nm.

At each $x$ the modes are complete, so $\psi(x,\rho)=\sum_n\phi_n(x)\chi_n(\rho;x)$. Both factors depend on $x$, and the product rule gives
$$\partial_x^2\psi=\sum_n\left(\phi_n''\chi_n+2\phi_n'\,\partial_x\chi_n+\phi_n\,\partial_x^2\chi_n\right).$$
Insert this in $H\psi=E\psi$, use $H_\perp\chi_n=E_n\chi_n$, and project on $\chi_m$. With
$$A_{mn}=\langle\chi_m|\partial_x\chi_n\rangle,\quad B_{mn}=\langle\chi_m|\partial_x^2\chi_n\rangle,\quad C_{mn}=\langle\partial_x\chi_m|\partial_x\chi_n\rangle$$
and the diagonal matrix $\varepsilon=\mathrm{diag}(E_n)$, the column $\phi$ of envelopes obeys
$$-c\left[\phi''+2A\phi'+B\phi\right]+\varepsilon\phi=E\phi .$$

Orthonormality ties these matrices together. Differentiating $\langle\chi_m|\chi_n\rangle=\delta_{mn}$ gives $\langle\partial_x\chi_m|\chi_n\rangle+\langle\chi_m|\partial_x\chi_n\rangle=0$, and for real modes the first term is $A_{nm}$. So $A=-A^T$ and $A_{nn}=0$: the first-derivative term acts between different modes and has no diagonal part. Differentiating the definition of $A$ gives $A'_{mn}=C_{mn}+B_{mn}$, so $B=A'-C$, a split into an antisymmetric part $A'$ and a symmetric part $-C$. If the section has hard walls that move with $x$, differentiating the integrals adds boundary terms proportional to $\chi_m$ on the wall, which vanish, so both relations survive. The coupled mode-space (CMS) equation is
$$-c\left[\phi''+2A\phi'+A'\phi-C\phi\right]+\varepsilon\phi=E\phi.\tag{1}$$

Inserting the complete set of modes in $C$ gives $C_{mn}=\sum_k\langle\partial_x\chi_m|\chi_k\rangle\langle\chi_k|\partial_x\chi_n\rangle=\sum_kA_{km}A_{kn}$, that is $C=A^TA=-A^2$, and in particular $C_{nn}=\sum_kA_{kn}^2\ge0$. Define $D=\partial_x+A$. Then $D^2\phi=(\phi'+A\phi)'+A(\phi'+A\phi)=\phi''+2A\phi'+A'\phi+A^2\phi$, and in the complete basis (1) reads $-cD^2\phi+\varepsilon\phi=E\phi$. The matrix $A$ is the rate at which the local basis rotates as $x$ advances, and $D$ is the derivative $\partial_x$ of the original problem written in that rotating basis.

A calculation keeps a finite set $P$ of modes. What survives the truncation follows from the energy functional, which needs first derivatives alone. For $\psi$ built from the modes in $P$, $\partial_x\psi=\sum_n(\phi_n'\chi_n+\phi_n\partial_x\chi_n)$, and
$$\langle\psi|H|\psi\rangle=\int dx\left\{c\left[\phi'^\dagger\phi'+\phi'^\dagger A\phi+\phi^\dagger A^T\phi'+\phi^\dagger C\phi\right]+\phi^\dagger\varepsilon\phi\right\},$$
with every matrix restricted to $P$. Vary $\phi^\dagger$ at fixed norm and integrate the first two terms by parts. They give $-c\phi''-c(A\phi)'$, the third gives $-cA\phi'$ because $A^T=-A$, and the sum with $cC\phi$ is equation (1) again. The matrix $C$ that appears is the $P$ block of the full $C$, whose defining sum runs over all $k$, and not the product of truncated matrices. Calling the truncated coupling $A_P$ and $D_P=\partial_x+A_P$,
$$-cD_P^2\phi+c\,(C-A_P^TA_P)\phi+\varepsilon\phi=E\phi,\qquad (C-A_P^TA_P)_{mn}=\sum_{k\notin P}A_{km}A_{kn}.\tag{2}$$
For any real vector $u$ the remainder gives $\sum_{k\notin P}(\sum_nA_{kn}u_n)^2\ge0$, so it is a repulsive potential. It is the kinetic-energy cost of forcing the transverse shape to change while the modes that would let it lag behind are excluded.

Equation (2) conserves the current $J=(2c/\hbar)\,\mathrm{Im}\,\phi^\dagger D_P\phi$. Write $X=D_P\phi$. Since $(A\phi)^\dagger X=\phi^\dagger A^TX=-\phi^\dagger AX$, adding these two cancelling terms to the derivative gives
$$(\phi^\dagger X)'=\phi'^\dagger X+\phi^\dagger X'=(\phi'+A\phi)^\dagger X+\phi^\dagger(X'+AX)=X^\dagger X+\phi^\dagger D_P^2\phi .$$
The first term is real. By (2), $D_P^2\phi$ is a real symmetric matrix times $\phi$, so the second term is real as well and $J'=0$. If $A'$ is deleted from (1), then $D_P^2\phi$ acquires the extra term $A'\phi$ and $J'=(2c/\hbar)\,\mathrm{Im}\,\phi^\dagger A'\phi$. For two modes $\phi^\dagger A'\phi=A'_{mn}(\phi_m^*\phi_n-\phi_n^*\phi_m)=2iA'_{mn}\,\mathrm{Im}(\phi_m^*\phi_n)$, which is imaginary and in general not zero. The two terms belong together as $2A\partial_x+A'=A\partial_x+\partial_xA$, which is Hermitian because both $A$ and $\partial_x$ are antisymmetric. This is the source of the flux error quoted at the start.

The uncoupled mode-space (UMS) equation keeps one mode in $P$. Then $A_P=A_{nn}=0$ and
$$-c\phi_n''+\left[E_n+cC_{nn}\right]\phi_n=E\phi_n.\tag{3}$$
The term $cC_{nn}$ is the analogue of the Born–Huang diagonal correction in molecular dynamics. Below, "plain UMS" means (3) without it.

The size of $A$ is fixed by how fast the confinement changes compared with the level spacing. Differentiate the eigenvalue equation, $(\partial_xH_\perp)\chi_n+H_\perp\partial_x\chi_n=E_n'\chi_n+E_n\partial_x\chi_n$, and project on $\chi_m$ with $m\ne n$. Letting $H_\perp$ act to the left gives $E_mA_{mn}$, the term in $E_n'$ vanishes by orthogonality, and
$$A_{mn}=\frac{\langle\chi_m|\partial_xH_\perp|\chi_n\rangle}{E_n-E_m},\tag{4}$$
the off-diagonal Hellmann–Feynman relation. The coupling vanishes between modes of different symmetry when the taper preserves the symmetry, and for a given matrix element it is larger the closer the two levels are. At a degeneracy (4) is undefined. If the crossing levels differ in a symmetry that the taper preserves, they stay uncoupled; otherwise the modes involved have to be kept together in $P$.

For moving hard walls $H_\perp=-c_\perp\nabla_\perp^2$, with $c_\perp=\hbar^2/2m_\perp$, has no $x$ dependence inside, and the step of acting to the left fails because $f=\partial_x\chi_n$ does not vanish on the wall. Let the wall move outward by $u\,dx$ along its normal $\nu$. Since $\chi_n$ stays zero on the moving wall, $f+u\,\partial_\nu\chi_n=0$ there. Green's identity with $\chi_m=0$ on the wall gives $\langle\chi_m|H_\perp f\rangle=E_mA_{mn}+c_\perp\oint f\,\partial_\nu\chi_m$, and the interior equation $H_\perp f=E_n'\chi_n+E_nf$ sets the left side equal to $E_nA_{mn}$. Hence
$$A_{mn}=\frac{-c_\perp\oint u\,\partial_\nu\chi_m\,\partial_\nu\chi_n}{E_n-E_m}.\tag{5}$$

The numerical output tests $A=-A^T$, $B=A'-C$, $C=A^TA$ and (4) on a nonseparable two-dimensional section in dimensionless units, with finite differences of eigenvectors on one side and (4) on the other. The largest residual is $4.0\times10^{-7}$ against $\max|A|=0.30$, and the remainder in (2) for the four lowest modes has eigenvalues from 0.0005 to 0.32, all positive.

Two confinements give closed forms. In both, the modes keep their shape and change scale, and equal masses are taken, $c_\perp=c$. For parabolic confinement in $y$, $V=\tfrac12m\omega^2y^2=(\hbar\omega)^2y^2/4c$, the levels are $E_n=(n+\tfrac12)\hbar\omega$, the oscillator length obeys $\ell^2=2c/\hbar\omega$, and $\chi_n=\ell^{-1/2}h_n(s)$ with $s=y/\ell$. At fixed $y$, $\partial_xs=-(\ell'/\ell)s$, so $\partial_x\chi_n=-g(\tfrac12+s\partial_s)\chi_n$ with $g=\ell'/\ell$. In ladder operators $s=(\hat a+\hat a^\dagger)/\sqrt2$ and $\partial_s=(\hat a-\hat a^\dagger)/\sqrt2$, so $s\partial_s=\tfrac12(\hat a^2-\hat a\hat a^\dagger+\hat a^\dagger\hat a-\hat a^{\dagger2})=\tfrac12(\hat a^2-\hat a^{\dagger2}-1)$. The constant cancels the $\tfrac12$, and
$$A=gK,\qquad K=\tfrac12(\hat a^{\dagger2}-\hat a^2),\qquad K_{n+2,n}=-K_{n,n+2}=\tfrac12\sqrt{(n+1)(n+2)}.\tag{6}$$
Each mode couples to its neighbours of the same parity, and $A_{20}=g/\sqrt2$. Equation (4) agrees: $\partial_xV=(\omega'/\omega)\hbar\omega s^2$, $\langle2|s^2|0\rangle=1/\sqrt2$ and $E_0-E_2=-2\hbar\omega$ give $A_{20}=-\omega'/(2\sqrt2\,\omega)$, and $g=-\omega'/2\omega$. Summing the squares of the two nonzero entries of a column,
$$C_{nn}=\tfrac14g^2\left[(n+1)(n+2)+n(n-1)\right]=\tfrac12g^2(n^2+n+1).$$
Since $K^2=\tfrac14(\hat a^{\dagger4}-\hat a^{\dagger2}\hat a^2-\hat a^2\hat a^{\dagger2}+\hat a^4)$ changes $n$ by 0 or 4, $C_{20}=0$. Quadrature confirms $A_{20}=0.70711\,g$, $C_{00}=0.5\,g^2$ and $C_{22}=3.5\,g^2$.

For hard walls at $y=\pm W/2$, $\chi_n=\sqrt{2/W}\sin n\pi w$ with $w=y/W+\tfrac12$ and $n=1,2,\dots$, and $E_n=c\,n^2\pi^2/W^2$. Use (5). Each wall has $u=W'/2$. The product of normal derivatives is $2mn\pi^2/W^3$ at $w=0$ and $(-1)^{m+n}$ times that at $w=1$. For $m+n$ odd they cancel. For $m+n$ even the numerator is $-2c\,mn\pi^2W'/W^3$, and division by $c\pi^2(n^2-m^2)/W^2$ gives
$$A_{mn}=\frac{W'}{W}\,\frac{2mn}{m^2-n^2}.\tag{7}$$
For $C_{nn}$, scaling gives $\partial_x\chi_n=-(W'/W)(\tfrac12\chi_n+y\,\partial_y\chi_n)$, whose squared norm is $(W'/W)^2[\tfrac14+\int y\chi_n\partial_y\chi_n+\int y^2(\partial_y\chi_n)^2]$. The middle integral is $\tfrac12\int y\,\partial_y\chi_n^2=-\tfrac12$. The last is $n^2\pi^2\int_0^1(w-\tfrac12)^2(1+\cos2n\pi w)\,dw$; its first part is $1/12$, and two integrations by parts give $2/(2n\pi)^2$ for the cosine part, so it equals $n^2\pi^2/12+\tfrac12$. Together,
$$C_{nn}=\left(\frac{W'}{W}\right)^2\left(\frac{n^2\pi^2}{12}+\frac14\right),$$
which is $1.0725\,(W'/W)^2$ for $n=1$. Here the sum $\sum_kA_{k1}^2$ converges slowly, because $A_{k1}\to2/k$ in units of $W'/W$. The odd terms above $N$ add up to about $\tfrac12\int_N^\infty4k^{-2}dk=2/N$. The modes up to 3, 11 and 101 supply the fractions 0.5245, 0.8442 and 0.9817 of $C_{11}$; the first is $0.75^2/1.0725$, and the last leaves $0.0183\times1.0725=0.0196$ against $2/101=0.0198$. With hard walls the remainder in (2) is therefore a sizeable part of $C$ for a small basis, and $C$ has to be computed from its definition and not as $A_P^TA_P$.

A Green function calculation works on slices $x_j=ja$. The three-point second derivative gives on-site blocks $H_\perp(x_j)+2t_0$ and hopping $-t_0\mathbb 1$ between neighbouring slices, with $t_0=c/a^2$. Let the columns of $U_j$ be the modes of slice $j$ and put $\psi_j=U_j\phi_j$. The on-site block becomes $\varepsilon_j+2t_0$ and the hopping from $j+1$ to $j$ becomes $-t_0S_j$ with $S_j=U_j^TU_{j+1}$, the overlap of modes on adjacent slices. Expand both sets about the midpoint with $h=a/2$. The bra is $\chi_m-h\,\partial_x\chi_m+\tfrac12h^2\partial_x^2\chi_m$, the ket has $+h$, and
$$S=1+h(A-A^T)+\tfrac12h^2(B+B^T)-h^2C+O(a^3)=1+aA-\tfrac12a^2C+O(a^3),\tag{8}$$
using $B+B^T=-2C$. Row $j$ of the lattice equation contains $-t_0[S_j\phi_{j+1}+S_{j-1}^T\phi_{j-1}-2\phi_j]$. The unit parts give $-c\phi''$. The parts linear in $a$ give $-(c/a)[A_+\phi_{j+1}-A_-\phi_{j-1}]$ with $A_\pm=A\pm\tfrac12aA'$ and $\phi_{j\pm1}=\phi\pm a\phi'$, which is $-c[2A\phi'+A'\phi]$. The quadratic parts give $+cC\phi$. Equation (1) is recovered, with Hermiticity built in because the two hoppings are transposes. Keeping the diagonal of $S$ yields (3) including $cC_{nn}$; setting $S=1$ yields plain UMS.

In a uniform lead each mode has solutions $\phi_{j+1}=\lambda\phi_j$ with $E=E_n+2t_0-t_0(\lambda+\lambda^{-1})$. For an open mode $\lambda=e^{ik_na}$, and for a closed one the root with $|\lambda|<1$ is taken. For an outgoing wave the hopping term $-t_0\phi_{j+1}$ out of the last slice equals $-t_0\lambda\phi_j$, so the lead acts as a self-energy $\Sigma_n=-t_0\lambda_n$ with broadening $\Gamma_n=i(\Sigma_n-\Sigma_n^*)=2t_0\sin k_na$, which is zero for closed modes. An incident wave $\lambda^j+r\lambda^{-j}$ in the left lead has $\phi_{-1}=\lambda\phi_0+(\lambda^{-1}-\lambda)$. The first part is the self-energy, and the second acts as a source $-t_0(\lambda^{-1}-\lambda)=i\Gamma_n$ on slice 0. With $G=(E-H-\Sigma_L-\Sigma_R)^{-1}$ and the last slice labelled $N$, the outgoing amplitude is $iG_{Nm,0n}\Gamma_n$. The lattice velocity is proportional to $\sin ka$, so flux normalisation multiplies by $\sqrt{\Gamma_m/\Gamma_n}$:
$$t_{mn}=i\sqrt{\Gamma_m\Gamma_n}\;G_{Nm,0n},\qquad T=\sum_{mn}|t_{mn}|^2=\mathrm{Tr}\,\Gamma_RG\,\Gamma_LG^\dagger.\tag{9}$$
With all modes kept the $U_j$ are orthogonal matrices, the trace is unchanged, and mode space is a change of basis. The saving comes from truncation, which shrinks the blocks in the recursive inversion from the number of transverse grid points to the number of modes in $P$.

The model wire has $m=0.2\,m_e$, so $c=0.19050$ eV nm², and round parameters that belong to no material. The confinement in $y$ is parabolic with $\ln\hbar\omega(x)$ passing from its left to its right value as $\tanh(x/L)$. The confinement in $z$ is fixed and separable, and energies are counted from its ground level. Then
$$A_{20}(x)=\frac{\theta}{2L}\,\mathrm{sech}^2\frac xL,\qquad\theta=\int A_{20}\,dx=\frac1{\sqrt2}\ln\frac{\ell_R}{\ell_L}.\tag{10}$$
For 50 to 100 meV the length $\ell$ falls from 2.7604 to 1.9519 nm, a ratio of $1/\sqrt2$, and $\theta=-0.3466/\sqrt2=-0.2451$. For $L=2$ nm, (10) gives $A_{20}(0)=-0.2451/4=-0.0613$ nm⁻¹. The overlap of numerically diagonalised slices 0.05 nm apart gives, through (8), $A_{20}=-0.06126$ nm⁻¹ and $C_{00}=0.003753$ nm⁻², the square of $A_{20}$, so $cC_{00}=0.715$ meV at the centre.

The reference solution uses the real-space blocks, a sinc discrete-variable grid of spacing 0.8 nm in $y$, and no knowledge of $A$ or $C$. It solves the same effective-mass model on a grid, without nonparabolicity, valleys, self-consistent charge or scattering. The CMS solution uses hopping $-t_0(1+aA)$, on-site $cC$ from (6) and ten modes of each parity. For $L=0.5$, 2, 5 and 10 nm all complex transmission and reflection amplitudes of the two are tested to agree within $10^{-3}$. At $L=0.5$ nm the largest difference among even-mode transmission amplitudes is $2.2\times10^{-5}$, and it rises to 0.138 when $C$ is removed. That figure belongs to ten modes only. Without $C$ the equation contains the attractive term $-cA_P^TA_P$, which grows as $n^2$ while $E_n$ grows as $n$, so the error does not converge with the basis and lies between about 0.14 and 0.8 for 3 to 15 even modes. The probability $P_{02}=|t_{20}|^2$ there is 0.05416, 0.05358, 0.05307 and 0.05307 with 2, 3, 5 and 10 even modes, against 0.05307 in real space.

The coupled mode-space equation (1) conserves current when its terms are kept together, and with ten modes of each parity it reproduces the real-space amplitudes of the model wire to within $10^{-3}$. What remains is a criterion for when the coupling may be dropped.
